# Exchange-Correlation Torque: Zero in Total, and Pointwise Zero in LSDA, part 1

(Sections cited here and not found follow in the second part.)

## Global rotations and the integrated torque

Take two sites whose spins have mean directions and lengths given by the vectors $\mathbf m_1$ and $\mathbf m_2$, and suppose that their interaction energy is

$$
E(\mathbf m_1,\mathbf m_2)=f(|\mathbf m_1|)+f(|\mathbf m_2|)+K\,\mathbf m_1\cdot\mathbf m_2 .
$$

The effective field on a site is the derivative of the energy with respect to its spin vector. Since $\partial|\mathbf m|/\partial\mathbf m=\mathbf m/|\mathbf m|=\hat{\mathbf m}$,

$$
\mathbf b_1=f'(|\mathbf m_1|)\,\hat{\mathbf m}_1+K\mathbf m_2,\qquad
\mathbf b_2=f'(|\mathbf m_2|)\,\hat{\mathbf m}_2+K\mathbf m_1 .
$$

In the products $\mathbf b_i\times\mathbf m_i$ the first terms drop out, because they are parallel to the spin on which they act. What remains is

$$
\mathbf b_1\times\mathbf m_1=K\,\mathbf m_2\times\mathbf m_1,\qquad
\mathbf b_2\times\mathbf m_2=K\,\mathbf m_1\times\mathbf m_2 .
$$

The two torques are opposite, so their sum is zero for every $K$. Each is zero by itself for all directions only if $K=0$. The sum vanishes because the energy does not change when both spins are turned together. The separate torques vanish when the energy does not change even if one spin is turned alone. Both statements carry over to the exchange-correlation energy of electrons, with the sites replaced by points in space.

Let $\hat\psi(\mathbf r)$ be the two-component electron field operator and $\boldsymbol\sigma$ the vector of Pauli matrices. The density and spin density are

$$
n(\mathbf r)=\langle\hat\psi^\dagger\hat\psi\rangle,\qquad
\mathbf m(\mathbf r)=\langle\hat\psi^\dagger\boldsymbol\sigma\hat\psi\rangle .
$$

The electrons feel a potential $v$ and a field $\mathbf b$ through the energy $\int(v\,n+\mathbf b\cdot\mathbf m)\,d\mathbf r$. Here $\mathbf b=\mu_B\mathbf B$ has the unit of energy. The plus sign arises because the electron's magnetic moment is $-\mu_B\boldsymbol\sigma$ (with $g=2$) and a moment $\mathbf M$ has energy $-\mathbf M\cdot\mathbf B$. The field acts on spin alone; its action on orbital motion is left out.

One commutator fixes all the signs below. From $[\sigma_a,\sigma_c]=2i\epsilon_{acd}\sigma_d$, for any ordinary vector $\mathbf a$,

$$
\frac i2[\mathbf a\cdot\boldsymbol\sigma,\sigma_c]
=\frac i2\,2i\,a_a\epsilon_{acd}\sigma_d
=-\epsilon_{acd}a_a\sigma_d
=\epsilon_{cad}a_a\sigma_d
=(\mathbf a\times\boldsymbol\sigma)_c .
\tag{1}
$$

For a spin with Hamiltonian $\mathbf b\cdot\boldsymbol\sigma$, the equation of motion is $d\langle\boldsymbol\sigma\rangle/dt=(i/\hbar)\langle[\mathbf b\cdot\boldsymbol\sigma,\boldsymbol\sigma]\rangle=(2/\hbar)\,\mathbf b\times\langle\boldsymbol\sigma\rangle$. The angular momentum is $\hbar\langle\boldsymbol\sigma\rangle/2$, so its rate of change is $\mathbf b\times\langle\boldsymbol\sigma\rangle$. The torque density of a field $\mathbf b$ is therefore $\mathbf b\times\mathbf m$.

Let $\hat T$ be the kinetic energy and $\hat W$ the Coulomb repulsion, neither of which contains spin operators. The universal functional is

$$
F[n,\mathbf m]=\min_{\Psi\to n,\mathbf m}\langle\Psi|\hat T+\hat W|\Psi\rangle ,
$$

where the search covers all antisymmetric states with the given densities. The noninteracting kinetic energy $T_s[n,\mathbf m]$ is the minimum of $\langle\hat T\rangle$ over single determinants of two-component orbitals with the same densities. With the Hartree energy $E_H[n]$,

$$
E_{xc}[n,\mathbf m]=F[n,\mathbf m]-T_s[n,\mathbf m]-E_H[n],\qquad
\mathbf b_{xc}(\mathbf r)=\frac{\delta E_{xc}}{\delta\mathbf m(\mathbf r)} .
\tag{2}
$$

It is assumed that this derivative exists for the densities considered.

Now rotate every electron's spin by the same matrix $u=e^{-i\boldsymbol\theta\cdot\boldsymbol\sigma/2}$, and call the resulting many-electron operator $\hat R$. For small $\boldsymbol\theta$ the mean of $\boldsymbol\sigma$ changes by $\langle u^\dagger\boldsymbol\sigma u\rangle-\langle\boldsymbol\sigma\rangle=\frac i2\langle[\boldsymbol\theta\cdot\boldsymbol\sigma,\boldsymbol\sigma]\rangle$, which by (1) equals $\boldsymbol\theta\times\langle\boldsymbol\sigma\rangle$. Thus $\hat R$ turns $\mathbf m(\mathbf r)$ into $R\mathbf m(\mathbf r)$, with the same rotation matrix $R$ at every point, and leaves $n$ alone.

If $\Psi$ has densities $(n,\mathbf m)$, then $\hat R\Psi$ has densities $(n,R\mathbf m)$. Each state with the second pair of densities arises in this way from one state with the first, because $\hat R$ has an inverse. Since $\hat R$ commutes with $\hat T+\hat W$, partners have equal energy. The two searches run over the same set of values, so their minima agree:

$$
F[n,R\mathbf m]=F[n,\mathbf m].
$$

The argument holds for $T_s$ as well, because $\hat R$ turns a determinant of orbitals $\varphi_k$ into the determinant of the orbitals $u\varphi_k$. The Hartree energy contains $n$ alone. Subtraction gives

$$
E_{xc}[n,R\mathbf m]=E_{xc}[n,\mathbf m].
\tag{3}
$$

For a small rotation $\delta\mathbf m=\boldsymbol\theta\times\mathbf m$, and the first-order change of $E_{xc}$ must vanish. A scalar triple product keeps its value under cyclic exchange of its factors, so

$$
0=\int\mathbf b_{xc}\cdot(\boldsymbol\theta\times\mathbf m)\,d\mathbf r
=\boldsymbol\theta\cdot\int\mathbf m\times\mathbf b_{xc}\,d\mathbf r
=-\boldsymbol\theta\cdot\int\mathbf b_{xc}\times\mathbf m\,d\mathbf r .
$$

The vector $\boldsymbol\theta$ could be taken outside the integral because the rotation is global. Its direction is arbitrary, hence

$$
\boxed{\;\int\boldsymbol\tau_{xc}(\mathbf r)\,d\mathbf r=0,\qquad
\boldsymbol\tau_{xc}=\mathbf b_{xc}\times\mathbf m .\;}
\tag{4}
$$

The integral covers the whole system. In a crystal whose spin density is periodic it covers one magnetic cell, since all cells are turned together and the energy per cell is unchanged. For a part of the system, such as one atom or one layer of a device, the derivation gives no such result.

The proof used no property of $E_{xc}$ beyond (3) and differentiability. An approximate functional with the same invariance therefore obeys (4) for any $\mathbf m$ inserted in it, including one that is not a ground-state density.

The identity has a dynamical meaning. In the interacting system $\hat T$ and $\hat W$ conserve total spin, so its rate of change is $\int\mathbf b\times\mathbf m\,d\mathbf r$. In the Kohn-Sham system it is $\int(\mathbf b+\mathbf b_{xc})\times\mathbf m\,d\mathbf r$. If the Kohn-Sham system reproduces the true $\mathbf m(\mathbf r,t)$, the two rates agree and the exchange-correlation part must vanish at each instant. Were it to remain, the electrons would set their own total spin turning without an outside torque.

The proof requires that $\hat T+\hat W$ contain no spin operators. Suppose that spin-orbit coupling is included in the operator that defines $F$. Then $\hat R$ no longer commutes with that operator, (3) has lost its proof, and the integrated torque may differ from zero. The case is different if $E_{xc}$ is a spin-rotation-invariant functional and spin-orbit coupling enters the Kohn-Sham Hamiltonian as a separate one-electron term. Equation (4) then stands, because it is a property of the functional; the spin-orbit term exerts its own torque on the total spin. Magnetic dipole interactions between electrons, if put into $\hat W$, likewise remove the proof.

To see local torques that are not zero, one needs a system whose exact $\mathbf b_{xc}$ can be found. Minimizing $F+\int(vn+\mathbf b\cdot\mathbf m)$ gives $\delta F/\delta\mathbf m=-\mathbf b$. For noninteracting electrons in a field $\mathbf b_s$ with the same densities, $\delta T_s/\delta\mathbf m=-\mathbf b_s$. Since $E_H$ does not depend on $\mathbf m$, (2) gives

$$
\mathbf b_{xc}=\frac{\delta F}{\delta\mathbf m}-\frac{\delta T_s}{\delta\mathbf m}=\mathbf b_s-\mathbf b .
\tag{5}
$$

The exact field is thus the difference between two fields, one acting on interacting and one on noninteracting electrons, that produce the same $n$ and $\mathbf m$.

A small lattice makes both problems solvable. Three sites form a triangle with one orbital each and hold three electrons. With $c_i$ the two-component annihilation operator on site $i$, the Hamiltonian is

$$
\hat H=-t\sum_{i\ne j}c_i^\dagger c_j+U\sum_i\hat n_{i\uparrow}\hat n_{i\downarrow}
+\sum_i\left(v_i\hat n_i+\mathbf b_i\cdot c_i^\dagger\boldsymbol\sigma c_i\right).
\tag{6}
$$

An occupation $\hat n_{i\uparrow}$ or $\hat n_{i\downarrow}$ equals its own square, so $\hat n_i^2=\hat n_i+2\hat n_{i\uparrow}\hat n_{i\downarrow}$. The repulsion is therefore $\frac U2\sum_i\hat n_i(\hat n_i-1)$. It contains site numbers alone and is invariant under spin rotations, even under different rotations on different sites. Hopping is invariant only when both ends are turned together. All the results above apply, with integrals replaced by sums.

The lattice also shows what a local torque balances. The spin on site $i$ is $\frac\hbar2 c_i^\dagger\boldsymbol\sigma c_i$. The commutator of two one-electron operators follows from the product of their matrices, which gives

$$
\Big[-t\sum_{k\ne l}c_k^\dagger c_l,\;c_i^\dagger\boldsymbol\sigma c_i\Big]
=-t\sum_{j\ne i}\left(c_j^\dagger\boldsymbol\sigma c_i-c_i^\dagger\boldsymbol\sigma c_j\right).
$$

The mean values of the two terms in the bracket are complex conjugates, so their difference is $-2i\,\mathrm{Im}\langle c_i^\dagger\boldsymbol\sigma c_j\rangle$. Multiplication by $(i/\hbar)(\hbar/2)=i/2$ gives the contribution of hopping to the rate of change of spin:

$$
\frac i2\,(-t)(-2i)\sum_{j\ne i}\mathrm{Im}\langle c_i^\dagger\boldsymbol\sigma c_j\rangle
=-\sum_{j\ne i}\mathbf J_{ij},\qquad
\mathbf J_{ij}=t\,\mathrm{Im}\langle c_i^\dagger\boldsymbol\sigma c_j\rangle .
$$

Thus $\mathbf J_{ij}$ is the spin current from $i$ to $j$. Exchanging $i$ and $j$ conjugates the mean value, hence $\mathbf J_{ij}=-\mathbf J_{ji}$. The repulsion contributes nothing, since it commutes with the spin of each site. In a stationary state the total rate is zero, so $\mathbf b_i\times\mathbf m_i=\sum_j\mathbf J_{ij}$. The noninteracting state obeys the same law with $\mathbf b_{s,i}$ and its own currents $\mathbf J^s_{ij}$. Subtraction and (5) yield

$$
\boldsymbol\tau_{xc,i}=\sum_{j\ne i}\left(\mathbf J^s_{ij}-\mathbf J_{ij}\right).
\tag{7}
$$

The two systems share their spin densities but need not share their spin currents, and the local torque makes up the difference. Summed over $i$, the right side cancels in pairs, which proves (4) again for stationary lattice states.

For numbers, take $t=0.5$ eV and $U=2$ eV. The potentials on sites 1, 2 and 3 are $0$, $0.2$ and $-0.1$ eV. The fields have sizes $0.50$, $0.30$ and $0.45$ eV, polar angles $70^\circ$, $50^\circ$ and $100^\circ$, and azimuths $0^\circ$, $110^\circ$ and $235^\circ$. Three electrons in six spin orbitals have 20 basis states, and diagonalizing (6) among them gives the interacting ground state. Newton's method, followed from weak to full repulsion, then finds the potentials and fields for which three noninteracting electrons have the same $n_i$ and $\mathbf m_i$. Equation (5) gives:

| Site | $\mathbf m$ | $\mathbf b_{xc}$ (eV) | $\boldsymbol\tau_{xc}$ (meV) |
|---|---|---|---|
| 1 | (−0.8800, 0.0179, −0.2377) | (0.8227, −0.0162, 0.2238) | (−0.147, −1.418, 0.438) |
| 2 | (0.2765, −0.7075, −0.4736) | (−0.2305, 0.5869, 0.3950) | (1.515, 0.076, 0.771) |
| 3 | (0.4836, 0.7075, 0.2379) | (−0.4133, −0.6021, −0.2006) | (−1.368, 1.341, −1.208) |

The field is almost opposite to the spin, and each torque is a small difference of large products. On site 3 the $x$ component is

$$
b_ym_z-b_zm_y=(-0.6021)(0.2379)-(-0.2006)(0.7075)=-0.1432+0.1419=-0.0013\ \text{eV},
$$

which agrees with the $-1.368$ meV obtained from unrounded values, to the accuracy that the cancellation leaves. The $x$ components add to $-0.147+1.515-1.368=0.000$ meV. The $y$ and $z$ sums are $-0.001$ and $0.001$ meV from the rounded entries. Before rounding, the summed torque has size $6\times10^{-13}$ meV, while the torques on the separate sites have sizes $1.49$, $1.70$ and $2.27$ meV.

Invariance under global spin rotations makes the integrated exchange-correlation torque vanish, yet in the triangle the exact torques on the separate sites are not zero. It remains to find when the torque vanishes at every point, and what this means for approximate functionals.

Numbers in the example were calculated in double precision.
